# Donor electron–nuclear flip-flop relaxation by phonon-modulated contact coupling: test program

```python
"""
Flip-flop relaxation of a donor electron and its nucleus by phonons.

Result under test (nuclear spin 1/2, thermal energy kT >> pair splitting E):
    R = (eta*A)^2 * wz^2 * kT / (4*pi*hbar^2*rho*vl^5)   ~  B^2 * T
R    relaxation rate of the population difference of the flip-flop pair
A    contact hyperfine energy in A I.S;  eta = d ln A / d(dilation)
wz   sum of electron and nuclear Larmor angular frequencies, ~ field B
rho  mass density;  vl, vt  longitudinal and transverse sound speeds
E    sqrt((hbar*wz)^2 + A^2), splitting of the pair
The full rate has coth(E/2kT) in place of its high-temperature limit.
Material parameters are rough typical values for phosphorus in silicon.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.special import zeta

hbar, kB, h, eV = sc.hbar, sc.k, sc.h, sc.e
muB = sc.physical_constants["Bohr magneton"][0]

# ---------- inputs (rough) ----------
rho, vl, vt = 2330.0, 9000.0, 5400.0
A = h * 120e6
eta = 20.0
g_factor = 2.0
gamma_n = 2 * np.pi * 17e6
B0, T0 = 0.30, 1.0
radius = 2.0e-9
Xi_u, E_valley = 9.0, 0.012          # eV
g_aniso = 1.0e-3                     # |g_parallel - g_perpendicular|
g_shear = 0.3                        # donor g shift per shear strain
C11, C12, C44 = 166e9, 64e9, 80e9    # Pa


def spin_matrices(s):
    m = np.arange(s, -s - 1, -1)
    up = np.diag(np.sqrt(s * (s + 1) - m[1:] * (m[1:] + 1)), 1)
    return (up + up.T) / 2, (up - up.T) / 2j, np.diag(m)


def spin_system(I, we, wn, a):
    """Eigenvalues, eigenvectors and operators for we Sz - wn Iz + a I.S."""
    s_ops, i_ops = spin_matrices(0.5), spin_matrices(I)
    d = int(round(2 * I + 1))
    S = [np.kron(o, np.eye(d)) for o in s_ops]
    N = [np.kron(np.eye(2), o) for o in i_ops]
    dot = sum(p @ q for p, q in zip(S, N))
    vals, vecs = np.linalg.eigh(we * S[2] - wn * N[2] + a * dot)
    return vals, vecs, dot, S[2], S[2] + N[2]


# ---------- test: matrix elements by full spin diagonalization ----------
for I in (0.5, 1.5, 4.5):
    for we in (0.3, 2.7, 40.0):
        wn, a = 0.013 * we, 1.1
        wz = we + wn
        vals, vecs, dot, Sz, Mz = spin_system(I, we, wn, a)
        M_of = np.real(np.diag(vecs.conj().T @ Mz @ vecs))
        el = vecs.conj().T @ dot @ vecs
        different = np.abs(M_of[:, None] - M_of[None, :]) > 0.5
        assert np.max(np.abs(el[different])) < 1e-9
        for M in np.arange(-(I - 0.5), I, 1.0):
            i, j = np.where(np.abs(M_of - M) < 1e-6)[0]
            b = np.sqrt((I + 0.5) ** 2 - M ** 2)
            gap = np.hypot(wz + a * M, a * b)
            assert abs(abs(vals[j] - vals[i]) - gap) < 1e-9
            assert abs(abs(el[i, j]) - b * wz / (2 * gap)) < 1e-9
            sz = vecs[:, i].conj() @ Sz @ vecs[:, j]
            assert abs(abs(sz) - a * b / (2 * gap)) < 1e-9


# ---------- test: oscillator amplitude and thermal factors ----------
mass, w_osc, kT_osc = 1.7, 0.8, 1.2
x = np.linspace(-12, 12, 601)
dx = x[1] - x[0]
H = np.diag(1 / (mass * dx ** 2) + 0.5 * mass * w_osc ** 2 * x ** 2)
off = -0.5 / (mass * dx ** 2) * np.ones(len(x) - 1)
H += np.diag(off, 1) + np.diag(off, -1)
en, st = np.linalg.eigh(H)
en, st = en[:40], st[:, :40]
prob = np.exp(-(en - en[0]) / kT_osc)
prob /= prob.sum()
xx = (st.T @ (x[:, None] * st)) ** 2
steps = np.diag(xx, 1)
emit, absorb = np.sum(prob[:-1] * steps), np.sum(prob[1:] * steps)
n_osc = 1 / np.expm1(w_osc / kT_osc)
assert abs(emit * 2 * mass * w_osc / (n_osc + 1) - 1) < 5e-3
assert abs(absorb * 2 * mass * w_osc / n_osc - 1) < 5e-3
assert abs(absorb / emit / np.exp(-w_osc / kT_osc) - 1) < 5e-3


def emission_rate(coupling, element, w, kT, dens, v, hb):
    """Closed golden-rule rate for a dilation coupling."""
    n = 1 / np.expm1(hb * w / kT)
    return (coupling * element) ** 2 * w ** 3 * (n + 1) / (
        2 * np.pi * hb * dens * v ** 5)


# ---------- test: explicit sum over modes of a periodic box ----------
k = np.arange(-37, 38)
q = np.sqrt(k[:, None, None] ** 2 + k[None, :, None] ** 2
            + k[None, None, :] ** 2).ravel().astype(float)
q = q[(q > 0) & (q < 37)]
w_box, kT_box, volume = 30.0, 60.0, (2 * np.pi) ** 3
line = np.exp(-0.5 * (q - w_box) ** 2) / np.sqrt(2 * np.pi)
mode_sum = 2 * np.pi * np.sum(
    0.25 * q ** 2 / (2 * volume * q) * (1 + 1 / np.expm1(q / kT_box)) * line)
box_ratio = mode_sum / emission_rate(1, 0.5, w_box, kT_box, 1, 1, 1)
assert abs(box_ratio - 1) < 5e-3   # finite line width gives about 1/w_box^2

# ---------- test: decay of a level coupled to many modes at T = 0 ----------
strength2, n_modes = 0.05, 1000
dq = 2.0 / n_modes
qm = (np.arange(n_modes) + 0.5) * dq
g_mode = np.sqrt(0.25 * strength2 * qm ** 2 / (2 * qm)
                 * qm ** 2 * dq / (2 * np.pi ** 2))
Hd = np.diag(np.concatenate(([1.0], qm)))
Hd[0, 1:] = Hd[1:, 0] = g_mode
ed, vd = np.linalg.eigh(Hd)
survive = [abs(np.sum(vd[0] ** 2 * np.exp(-1j * ed * t))) ** 2
           for t in (200.0, 700.0)]
decay = np.log(survive[0] / survive[1]) / 500.0
decay_ratio = decay / emission_rate(
    np.sqrt(strength2), 0.5, 1.0, 1e-2, 1, 1, 1)
assert abs(decay_ratio - 1) < 0.015   # level shift is of relative order decay


# ---------- full rate and high-temperature law in SI units ----------
def pair_data(B):
    """Splitting (J) and |matrix element of I.S| from diagonalization."""
    we, wn = g_factor * muB * B / h, gamma_n * B / (2 * np.pi)
    vals, vecs, dot, _, Mz = spin_system(0.5, we, wn, A / h)
    M_of = np.real(np.diag(vecs.conj().T @ Mz @ vecs))
    i, j = np.where(np.abs(M_of) < 1e-6)[0]
    return (h * abs(vals[j] - vals[i]),
            abs(vecs[:, i].conj() @ dot @ vecs[:, j]))


def full_rates(B, T):
    gap, element = pair_data(B)
    down = emission_rate(eta * A, element, gap / hbar, kB * T, rho, vl, hbar)
    return down, down * np.exp(-gap / (kB * T))


def law(B, T):
    wz = g_factor * muB * B / hbar + gamma_n * B
    return (eta * A * wz) ** 2 * kB * T / (
        4 * np.pi * hbar ** 2 * rho * vl ** 5)


for B in (1e-3, 1e-2, 0.1, 0.3):
    for T in (1.0, 3.0):
        ratio = sum(full_rates(B, T)) / law(B, T)
        xr = pair_data(B)[0] / (kB * T)
        assert abs(ratio - 1 - xr ** 2 / 12) < xr ** 4 / 500 + 1e-7
cold_ratio = sum(full_rates(2.0, 0.01)) / sum(full_rates(1.0, 0.01))
assert abs(cold_ratio - 8) < 0.01

# ---------- direction quadrature for strain waves ----------
u, wu = np.polynomial.legendre.leggauss(12)
phi = np.arange(24) * 2 * np.pi / 24
uu, pp = [z.ravel() for z in np.meshgrid(u, phi, indexing="ij")]
weight = np.repeat(wu, 24) / 48
s = np.sqrt(1 - uu ** 2)
nv = np.stack([s * np.cos(pp), s * np.sin(pp), uu], axis=1)
t1 = np.stack([uu * np.cos(pp), uu * np.sin(pp), -s], axis=1)
t2 = np.stack([-np.sin(pp), np.cos(pp), 0 * pp], axis=1)
strain = np.array([(nv[:, :, None] * e[:, None, :]
                    + e[:, :, None] * nv[:, None, :]) / 2
                   for e in (nv, t1, t2)])
inv5 = np.array([vl, vt, vt]) ** -5.0
mode_weight = inv5[:, None] * weight[None, :]


def cubic_dilation_sum(c11, c12, c44):
    """Direction average of (n.e)^2/v^5 from the Christoffel equation."""
    total = 0.0
    for n, wt in zip(nv, weight):
        G = (c12 + c44) * np.outer(n, n)
        G[np.diag_indices(3)] = c11 * n ** 2 + c44 * (1 - n ** 2)
        lam, pol = np.linalg.eigh(G)
        total += wt * np.sum((n @ pol) ** 2 / (lam / rho) ** 2.5)
    return total


iso = cubic_dilation_sum(rho * vl ** 2, rho * (vl ** 2 - 2 * vt ** 2),
                         rho * vt ** 2)
assert abs(iso * vl ** 5 - 1) < 1e-8
aniso_ratio = cubic_dilation_sum(C11, C12, C44) * vl ** 5

# ---------- valley repopulation: test against diagonalization ----------
sym = np.ones(3) / np.sqrt(3)
trial = np.array([1.0, -0.3, 0.5]) * 1e-6
dev = trial - trial.mean()
Hv = E_valley * (np.eye(3) - np.outer(sym, sym)) + np.diag(Xi_u * trial)
ground = np.linalg.eigh(Hv)[1][:, 0]
shift = ground ** 2 - 1 / 3
shift_formula = -(2 / 3) * Xi_u / E_valley * dev
assert np.max(np.abs(shift - shift_formula)) < 5e-3 * np.max(np.abs(shift))
kappa = (Xi_u / E_valley) ** 2 / 3      # relative loss of A per sum dev^2
loss = 1 - (ground @ sym) ** 2
assert abs(loss / (kappa * np.sum(dev ** 2)) - 1) < 5e-3
g_valley = (2 / 3) * g_aniso * Xi_u / E_valley


# ---------- electron-only flips from strain-dependent g ----------
def transverse_g_noise(axis):
    b = np.array(axis, float)
    b /= np.linalg.norm(b)
    diag = np.einsum("pnii->pni", strain)
    d = diag - diag.mean(axis=2, keepdims=True)
    shear = strain - diag[..., None] * np.eye(3)
    hvec = -g_valley * d * b + g_shear * (shear @ b)
    hvec = hvec - (hvec @ b)[..., None] * b
    return np.sum(mode_weight * np.sum(hvec ** 2, axis=2))


shear_avg = 1 / (15 * vl ** 5) + 1 / (10 * vt ** 5)
dev_avg = 4 / (45 * vl ** 5) + 2 / (15 * vt ** 5)
noise001, noise111 = transverse_g_noise([0, 0, 1]), transverse_g_noise([1] * 3)
assert abs(noise001 / (2 * g_shear ** 2 * shear_avg) - 1) < 1e-9
assert abs(noise111 / (g_valley ** 2 * dev_avg
                       + 2 / 3 * g_shear ** 2 * shear_avg) - 1) < 1e-9


def electron_rate(noise, B, T):
    w = g_factor * muB * B / hbar
    return ((muB * B) ** 2 * noise / 4 * w ** 3
            / np.tanh(hbar * w / (2 * kB * T)) / (2 * np.pi * hbar * rho))


def crossing_field(noise, T):
    lo, hi = 1e-3, 20.0
    for _ in range(80):
        mid = np.sqrt(lo * hi)
        if electron_rate(noise, mid, T) < sum(full_rates(mid, T)):
            lo = mid
        else:
            hi = mid
    return np.sqrt(lo * hi)


# ---------- two-phonon flip-flops through the quadratic shift of A ----------
def raman_rate(T):
    """High field and kT >> E; sum of both directions of the flip-flop."""
    return (2 * (kappa * A / 2) ** 2 / hbar ** 2 * (2 / np.pi)
            * (hbar / (2 * np.pi * rho)) ** 2 * 4.5 * dev_avg ** 2
            * 720 * zeta(6) * (kB * T / hbar) ** 7)


dia = np.einsum("pnii->pni", strain)
dia = (dia - dia.mean(axis=2, keepdims=True)).reshape(-1, 3)
mw = mode_weight.ravel()
pair_sum = mw @ ((2 * dia @ dia.T) ** 2) @ mw
bose = quad(lambda y: y ** 6 * np.exp(-y) / np.expm1(-y) ** 2, 1e-9, 80)[0]
density = hbar / (4 * np.pi ** 2 * rho)
raman_direct = (2 * 2 * np.pi / hbar ** 2 * (kappa * A / 2) ** 2 * pair_sum
                * density ** 2 * bose * (kB * T0 / hbar) ** 7)
assert abs(raman_direct / raman_rate(T0) - 1) < 1e-6


# ---------- finite donor size ----------
def form_factor(qa):
    return 1 / (1 + (qa / 2) ** 2) ** 2


ff = quad(lambda r: 4 * r * np.exp(-2 * r) * np.sin(1.5 * r) / 1.5, 0, 40)[0]
assert abs(ff - form_factor(1.5)) < 1e-8

# ---------- worked example ----------
gap, element = pair_data(B0)
down, up = full_rates(B0, T0)
R, R_law = down + up, law(B0, T0)
qa = gap / hbar / vl * radius
same_pair = ((g_valley * muB * B0 * A / gap) ** 2 * dev_avg
             / ((eta * A * 2 * element) ** 2 / vl ** 5))
e001, e111 = electron_rate(noise001, B0, T0), electron_rate(noise111, B0, T0)
raman = raman_rate(T0)
T_cross = T0 * (R_law / raman) ** (1 / 6)

print(f"density {rho/1000:.2f} g/cm3")
print(f"sound speeds: long. {vl/1e3:.1f}, transv. {vt/1e3:.1f} km/s")
print(f"hyperfine A/h {A/h/1e6:.0f} MHz; eta {eta:.0f}")
print(f"g {g_factor:.2f}; nuclear {gamma_n/2/np.pi/1e6:.0f} MHz/T")
print(f"field {B0:.2f} T; temperature {T0:.1f} K")
print(f"donor radius {radius*1e9:.1f} nm")
print(f"Xi_u {Xi_u:.1f} eV; valley gap {E_valley*1e3:.0f} meV")
print(f"g anisotropy {g_aniso:.1e}; g_shear {g_shear:.1f}")
print(f"C11, C12, C44: {C11/1e9:.0f}, {C12/1e9:.0f}, {C44/1e9:.0f} GPa")
print(f"pair splitting E/h {gap/h/1e9:.4f} GHz")
print(f"pair splitting E {gap/eV*1e6:.3f} ueV")
print(f"thermal energy kT {kB*T0/eV*1e6:.3f} ueV")
print(f"x = E/kT {gap/kB/T0:.4f}; x^2/12 {(gap/kB/T0)**2/12:.5f}")
print(f"matrix element of I.S {element:.6f}")
print(f"eta*A/h {eta*A/h/1e9:.2f} GHz per unit dilation")
print(f"downward rate {down:.4e} 1/s")
print(f"upward rate {up:.4e} 1/s")
print(f"full relaxation rate R {R:.4e} 1/s")
print(f"B^2 T law {R_law:.4e} 1/s")
print(f"relaxation time 1/R {1/R/3600:.2f} h")
print("B (T), T (K), E/kT, full R (1/s), full/law:")
for B, T in ((0.001, 1), (0.01, 1), (0.1, 1), (0.3, 1), (1.0, 1),
             (0.3, 0.5), (0.3, 0.1)):
    full = sum(full_rates(B, T))
    print(f"  {B:.3f} {T:.1f} {pair_data(B)[0]/kB/T:.4f}"
          f" {full:.4e} {full/law(B, T):.5f}")
print(f"R(2 T)/R(1 T) at 0.01 K {cold_ratio:.4f}")
print(f"test: mode sum / formula {box_ratio:.5f}")
print(f"test: level decay / formula {decay_ratio:.5f}")
print(f"cubic / isotropic elastic rate {aniso_ratio:.3f}")
print(f"phonon q times donor radius {qa:.5f}")
print(f"rate loss by donor size {1-form_factor(qa)**2:.2e}")
print(f"g shift per valley strain {g_valley:.3f}")
print(f"same-pair g modulation / R {same_pair:.2e}")
print(f"electron-only rate, B || [001] {e001:.3e} 1/s")
print(f"electron-only rate, B || [111] {e111:.3e} 1/s")
print(f"equal-rate field [001] {crossing_field(noise001, T0):.3f} T")
print(f"equal-rate field [111] {crossing_field(noise111, T0):.3f} T")
print(f"quadratic coefficient kappa {kappa:.3e}")
print(f"two-phonon flip-flop rate {raman:.3e} 1/s")
print(f"two-phonon / one-phonon {raman/R:.3f}")
print(f"equal-rate temperature {T_cross:.2f} K")
print(f"thermal q*radius at 6kT, transv. {6*kB*T0/hbar/vt*radius:.3f}")
print(f"valley gap / kT {E_valley*eV/(kB*T0):.1f}")
print("every check passed")
```

Output:

```
density 2.33 g/cm3
sound speeds: long. 9.0, transv. 5.4 km/s
hyperfine A/h 120 MHz; eta 20
g 2.00; nuclear 17 MHz/T
field 0.30 T; temperature 1.0 K
donor radius 2.0 nm
Xi_u 9.0 eV; valley gap 12 meV
g anisotropy 1.0e-03; g_shear 0.3
C11, C12, C44: 166, 64, 80 GPa
pair splitting E/h 8.4037 GHz
pair splitting E 34.755 ueV
thermal energy kT 86.173 ueV
x = E/kT 0.4033; x^2/12 0.01356
matrix element of I.S 0.499949
eta*A/h 2.40 GHz per unit dilation
downward rate 3.0755e-06 1/s
upward rate 2.0547e-06 1/s
full relaxation rate R 5.1302e-06 1/s
B^2 T law 5.0617e-06 1/s
relaxation time 1/R 54.15 h
B (T), T (K), E/kT, full R (1/s), full/law:
  0.001 1.0 0.0059 5.6242e-11 1.00000
  0.010 1.0 0.0146 5.6243e-09 1.00002
  0.100 1.0 0.1345 5.6326e-07 1.00151
  0.300 1.0 0.4033 5.1302e-06 1.01352
  1.000 1.0 1.3443 6.4466e-05 1.14624
  0.300 0.5 0.8066 2.6666e-06 1.05364
  0.300 0.1 4.0331 1.0576e-06 2.08932
R(2 T)/R(1 T) at 0.01 K 7.9999
test: mode sum / formula 1.00164
test: level decay / formula 0.99241
cubic / isotropic elastic rate 1.115
phonon q times donor radius 0.01173
rate loss by donor size 1.38e-04
g shift per valley strain 0.500
same-pair g modulation / R 2.81e-04
electron-only rate, B || [001] 3.819e-06 1/s
electron-only rate, B || [111] 8.344e-06 1/s
equal-rate field [001] 0.348 T
equal-rate field [111] 0.235 T
quadratic coefficient kappa 1.875e+05
two-phonon flip-flop rate 6.692e-07 1/s
two-phonon / one-phonon 0.130
equal-rate temperature 1.40 K
thermal q*radius at 6kT, transv. 0.291
valley gap / kT 139.3
every check passed
```
